# Conductivity of a Gray Phonon Group in a Transient Thermal Grating

## What fixes the form of the answer

Two crossed light pulses heat a crystal in a sinusoidal pattern of wavevector \(q\), and the pattern then fades. Consider a group of phonons with heat capacity \(C\) per volume, speed \(v\) and relaxation time \(\tau\), hence mean free path \(\Lambda=v\tau\). If the pattern changes little during \(\tau\), the heat flux of this group can depend only on \(C,v,\tau,q\) and, linearly, on the temperature amplitude. From \(v,\tau,q\) one dimensionless number can be formed, \(x=q\Lambda\), and \(Cv\Lambda\) has the dimension of a conductivity. The group's conductivity must therefore be

\[
k\,A(x),\qquad k=\tfrac13 Cv\Lambda ,\qquad A(0)=1 .
\]

Reflection of the crystal exchanges \(q\) and \(-q\), so \(A\) is even. It remains to find \(A\), and to find when the pattern is slow enough.

The second question restricts the result. The function found below,

\[
A(x)=\frac{3}{x^2}\left(1-\frac{\arctan x}{x}\right),
\]

is not the decay law of a crystal in which all phonons share one path. It belongs to one gray group inside a crystal whose heat is stored mostly in other phonons, of short path.

## Model and theorem

The temperature varies along \(z\) only, but phonons travel in all three dimensions, isotropically, with direction cosine \(\mu\) along \(z\). The crystal is unbounded and heated uniformly in the other two directions. All deviations are small and vary as \(e^{iqz}\), with \(q>0\).

The short-path phonons form a reservoir with temperature amplitude \(T(t)\), heat capacity \(C_r>0\) and ordinary conductivity \(k_r\ge 0\). The gray group has energy \(C\,h(\mu,t)\) per direction, where \(h\) is in units of temperature and \(\langle h\rangle=\frac12\int_{-1}^{1}h\,d\mu\). Its collisions drive it towards the reservoir temperature:

\[
\frac{\partial h}{\partial t}+iqv\mu\,h=\frac{T-h}{\tau}. \tag{1}
\]

The energy gained by the group in collisions is lost by the reservoir:

\[
C_r\frac{dT}{dt}=-k_rq^2T-\frac{C}{\tau}\bigl(T-\langle h\rangle\bigr). \tag{2}
\]

Averaging (1) over \(\mu\), multiplying by \(C\) and adding (2) cancels the collision terms. What remains is conservation of total energy, with the group's flux \(J=Cv\langle\mu h\rangle\).

**Theorem.** Let \(C+k_rq^2\tau<C_r\). Then equations (1) and (2) have one discrete mode \(e^{-\gamma t}\) with \(\mathrm{Re}\,\gamma\tau<1\). Its rate is real and positive, and with

\[
\gamma_0=\frac{q^2\,[\,k_r+kA(x)\,]}{C_r}
\]

it obeys

\[
0<\frac{\gamma_0}{\gamma}-1\le\frac{C}{C_r}\,\frac{1}{(1-\gamma\tau)^2+x^2}. \tag{3}
\]

When \(C\ll C_r\) and \(\gamma\tau\ll1\), the grating thus decays as if the group had conductivity \(kA(x)\).

## Lemma 1: the dispersion relation

*With \(s=\gamma\tau\), a real mode with \(s<1\) satisfies*

\[
C_r s=k_rq^2\tau+C\,[1-f(s)],\qquad f(s)=\frac1x\arctan\frac{x}{1-s}. \tag{4}
\]

*Proof.* Insert \(e^{-\gamma t}\) into (1) and multiply by \(\tau\). This gives \((-s+ix\mu)h=T-h\), so

\[
h=\frac{T}{1-s+ix\mu}. \tag{5}
\]

Write \(p=1-s>0\) and make the denominator real. The part odd in \(\mu\) integrates to zero:

\[
\frac{\langle h\rangle}{T}=\frac12\int_{-1}^{1}\frac{p-ix\mu}{p^2+x^2\mu^2}\,d\mu
=\int_0^1\frac{p\,d\mu}{p^2+x^2\mu^2}=\frac1x\arctan\frac xp=f(s).
\]

Equation (2) becomes \(-C_r\gamma=-k_rq^2-(C/\tau)(1-f)\). Multiplication by \(-\tau\) gives (4). ∎

## Lemma 2: the conductivity of the group

*For \(s\to0\) the flux is \(J=-iq\,kA(x)\,T\), and the reservoir loses energy to the group at the rate \(kq^2A(x)\,T\).*

*Proof.* With \(h=T/(1+ix\mu)\), the part of the integrand even in \(\mu\) gives

\[
\langle\mu h\rangle=-ixT\int_0^1\frac{\mu^2\,d\mu}{1+x^2\mu^2}.
\]

Since \(\mu^2/(1+x^2\mu^2)=x^{-2}[1-1/(1+x^2\mu^2)]\), the integral equals \(x^{-2}(1-\arctan x/x)\). Hence

\[
J=-\frac{i}{x}\,Cv\,T\left(1-\frac{\arctan x}{x}\right).
\]

The gradient of the temperature is \(iqT\), so the conductivity is \(J/(-iqT)\):

\[
\frac{Cv}{qx}\left(1-\frac{\arctan x}{x}\right)
=\frac{Cv\Lambda}{x^2}\left(1-\frac{\arctan x}{x}\right)=kA(x),
\]

where \(1/q=\Lambda/x\) and \(Cv\Lambda=3k\) were used. For the second claim, note that

\[
kq^2=\frac{Cv^2\tau q^2}{3}=\frac{Cx^2}{3\tau}. \tag{6}
\]

Therefore \(kq^2A=(C/\tau)(1-\arctan x/x)\), which is the exchange term of (2) divided by \(T\). ∎

**Remark (paths in space).** The factor \(1/(1+ix\mu)\) equals \(\int_0^\infty e^{-l/\Lambda-iq\mu l}\,dl/\Lambda\). A phonon arriving at \(z\) was emitted at \(z-\mu l\) and carries the temperature of that place, with \(l\) distributed exponentially. Long paths mix hot and cold places, and this lowers the flux. Direct integration over such paths for \(x=0.3\), 2.5 and 10 reproduced \(A\) with a relative error of at most \(5.4\times10^{-13}\).

## Proof of the theorem

*Existence.* Define \(F(s)=C_rs-k_rq^2\tau-C[1-f(s)]\) for real \(s<1\). From

\[
f'(s)=\frac{1}{(1-s)^2+x^2}>0 \tag{7}
\]

\(F\) increases, so it has at most one zero. At \(s=0\), \(F=-k_rq^2\tau-C(1-\arctan x/x)<0\). As \(s\to1\), \(f\to\pi/(2x)>0\), so \(F\) tends to a value above \(C_r-k_rq^2\tau-C\), which is positive by assumption. One zero lies in \(0<s<1\).

*No complex modes.* Let \(s=s_1+is_2\) with \(s_1<1\), and put \(a=1-s_1>0\). Then \(f\) is replaced by \(M=\frac12\int_{-1}^1d\mu/(a-is_2+ix\mu)\). The imaginary part of the integrand is \((s_2-x\mu)/[a^2+(s_2-x\mu)^2]\), and integration gives

\[
\mathrm{Im}\,M=\frac{1}{4x}\ln\frac{a^2+(s_2+x)^2}{a^2+(s_2-x)^2},
\]

which has the sign of \(s_2\). The imaginary part of (4) reads \(C_rs_2=-C\,\mathrm{Im}\,M\). Its two sides have opposite signs unless \(s_2=0\).

*The bound.* By (6), \(\gamma_0\tau C_r=k_rq^2\tau+C[1-f(0)]\). Subtracting (4) leaves

\[
C_r(\gamma_0-\gamma)\tau=C\,[f(s)-f(0)]=C\,s\,f'(\xi),\qquad 0<\xi<s,
\]

by the mean value theorem. Since \(f'\) is positive and increases with \(s\), \(f'(\xi)\le f'(s)\). Division by \(C_rs\) gives (3). ∎

**Remark (which heat capacity).** Expanding \(f\) in (4) to first order in \(s\), with \(f'(0)=1/(1+x^2)\), gives

\[
\gamma\simeq\frac{q^2[k_r+kA(x)]}{C_r+C/(1+x^2)}. \tag{8}
\]

For long periods the group follows the reservoir and its full capacity counts. For short periods it hardly counts, for two reasons. The group's energy amplitude \(\langle h\rangle/T\simeq\arctan x/x\) falls as \(\pi/(2x)\). In addition, averaging (5) gives \(T-\langle h\rangle=ix\langle\mu h\rangle-s\langle h\rangle\), and the flux term grows with \(s\), which offsets most of the remaining stored energy. At \(x=2.5\) the amplitude is still 0.48, while only 0.14 of \(C\) counts in (8). The next term of \(f\) is \(s^2/(1+x^2)^2\), so the relative error of (8) is, to leading order, \((C/C_r)\,s/(1+x^2)^2\). It should fall a hundredfold if \(C/C_r\) and \(k_rq^2\tau/C_r\) are both cut tenfold. At \(x=1.5\), with \(C/C_r\) going from 0.03 to 0.003 and \(k_rq^2\tau/C_r\) equal to 0.2 of it, the factor was 98.5.

**Remark (several groups).** If each gray group \(i\) relaxes to the same reservoir, (2) contains a sum of exchange terms. In the slow limit Lemma 2 applies to each, so the effective conductivity is \(k_r+\sum_ik_iA(q\Lambda_i)\).

## Long and short paths

For small \(x\), \(\arctan x/x=1-x^2/3+x^4/5-\dots\), so

\[
A=1-\tfrac35x^2+\dots
\]

For large \(x\), \(\arctan x\to\pi/2\) and \(A\to3/x^2\). By (6) the exchange rate \(kq^2A\) then saturates at \(C/\tau\). The reservoir emits phonons at this rate, and what it absorbs comes from hot and cold places almost equally. Once \(x\) is large, a shorter period therefore hardly increases the loss to this group, while the reservoir's own loss \(k_rq^2\) continues to grow. The approach to this limit is slow, because the next term is smaller only by a factor of order \(1/x\): \(A(10)=0.0256\), while \(3/x^2=0.03\).

## Proposition: a crystal with gray phonons alone

*If \(C_r=k_r=0\), so that the group's own energy defines \(T\), a slow mode exists for \(x<\pi/2\) with*

\[
\gamma\tau=1-x\cot x ,
\]

*and it decays faster than ordinary diffusion predicts. For \(x\ge\pi/2\) there is no discrete mode with \(\mathrm{Re}\,\gamma\tau<1\).*

*Proof.* Equation (4) reduces to \(f(s)=1\), or \(\arctan[x/(1-s)]=x\). The arctangent of a positive number lies below \(\pi/2\), so a solution needs \(x<\pi/2\), and then \(1-s=x\cot x\). Complex solutions are excluded as before, since \(\mathrm{Im}\,M=0\) forces \(s_2=0\). The standard expansion of the cotangent gives

\[
1-x\cot x=2\sum_{n\ge1}\frac{x^2}{n^2\pi^2-x^2}>\frac{2x^2}{\pi^2}\sum_{n\ge1}\frac1{n^2}=\frac{x^2}{3}.
\]

By (6), \(x^2/3\) is the diffusive value \(kq^2\tau/C\). ∎

At \(x=1.2\) the apparent conductivity is 1.111 times the bulk value, whereas \(A\) would give 0.562. The reason lies in (5): phonons arriving now were emitted when the pattern was stronger, and this raises the flux. With a large reservoir the pattern hardly changes during \(\tau\), and the effect is small. Without one, it outweighs the mixing of hot and cold places. Setting \(s=0\) in a purely gray crystal is inconsistent, because it gives \(\langle h\rangle=T\arctan x/x\), which differs from \(T\).

## Worked example with silicon-like numbers

Silicon near 300 K has a heat capacity of about 1.7 MJ/(m³ K) and a conductivity of roughly 150 W/(m K). The model crystal is given a total heat capacity of 1.66 MJ/(m³ K) and a conductivity of 145 W/(m K); these are chosen inputs, not measured values. As a model choice, 60 W/(m K) is assigned to a group with \(v=6000\) m/s and \(\Lambda=2\) µm, and 85 W/(m K) to the reservoir. The group's heat capacity follows:

\[
C=\frac{3k}{v\Lambda}=\frac{3\times60}{6000\times2\times10^{-6}}=1.50\times10^{4}\ \mathrm{J/(m^3\,K)} .
\]

This is 0.90 % of the total, so \(C_r=1.645\) MJ/(m³ K). The group carries much heat while storing little, as the theorem requires.

For a period of 5 µm, \(q=2\pi/(5\ \text{µm})=1.2566\) µm⁻¹ and \(x=2.513\). With \(\arctan x/x=0.4743\),

\[
A=\frac{3\,(1-0.4743)}{2.513^2}=0.250 ,\qquad k_r+kA=85+15.0=100\ \mathrm{W/(m\,K)},
\]

which is 31 % below bulk. The decay time is

\[
\frac1{\gamma_0}=\frac{C_r}{q^2(k_r+kA)}=\frac{1.645\times10^6}{(1.2566\times10^6)^2\times99.98}\ \mathrm{s}=10.42\ \mathrm{ns},
\]

against 7.25 ns for diffusion with the bulk conductivity. The root of (4) gives 10.43 ns. The difference of about 0.1 % agrees with (3). With \(\tau=0.333\) ns, \(\gamma\tau=0.032\). Integrating (1) and (2) in time, from a start with \(h=T\) in all directions, also gave 10.43 ns between one half and two decay times.

If the whole crystal were given one average path, \(3\times145/(1.66\times10^6\times6000)\) m = 43.7 nm, then \(x=0.055\). The function \(A\) would predict a reduction of 0.18 %, and the correct gray law an increase of 0.02 %. In this model the 31 % reduction comes from the unequal paths.

**Remark (how slow is slow).** The bound (3) concerns the total rate. The energy exchange between group and reservoir is more sensitive: its relative error is, to first order in \(s\), \(s/[(1+x^2)(1-\arctan x/x)]\). At a period of 20 µm, \(\gamma\tau\) is only 0.0027, yet the finite-rate factor \(3[1-f(s)]/x^2\) is 0.800 instead of \(A=0.814\). For \(x\to0\) this relative error does not vanish. There \(s\) tends to \(q^2\tau\) times the ratio of total conductivity to total capacity, and \(1-\arctan x/x\) to \(x^2/3\). By (6) the error becomes the group's share of the heat capacity divided by its share of the conductivity, here \(0.0090/(60/145)\), or 2 %. This is not a failure of Fourier's law, since the conductivity defined by the group's flux does tend to \(k\). The exchange is smaller because the group's own stored heat supplies part of the flux. At long periods the error disappears if the rate is interpreted with the total heat capacity instead of \(C_r\). If \(C_r\) is used, the group must store a much smaller share of the heat than it carries.

## The model beside a real silicon sample

Silicon has a broad distribution of phonon paths, so two classes are a caricature, and the numbers above are not a prediction for a sample. The period is 5 µm in the following estimates, except where another is named.

- **Distribution of paths.** Spreading the group's conductivity evenly in \(\ln\Lambda\) from 0.5 to 8 µm raises the mean \(A\) to 0.32 and the effective conductivity to 104 W/(m K). The reservoir's carriers also have finite paths. If its conductivity came from phonons with a path of 0.2 µm that store a negligible part of its heat, \(A\) would lower the effective conductivity by about 3 W/(m K). With a speed of 6000 m/s they would store 13 % of it, and the reduction would be smaller, about 2.4 W/(m K). At a period of 1 µm these carriers would have \(x=1.26\) and \(A=0.54\), so treating them as ordinary diffusion would fail. If they stored all of the reservoir's heat, \(A\) would not apply to them, and the gray law of the proposition would give a slight rise at 5 µm instead.
- **Depth.** Light absorbed within about 1 µm of the surface creates a second gradient. For isotropic diffusion below an insulated surface, flow into the depth multiplies the surface signal by a further 0.49 after one grating decay time, if the diffusivity into the depth equals the one that governs the grating decay. With the bulk conductivity of 145 W/(m K) for the depth flow the factor at 10.43 ns would be 0.44, and with the reservoir's 85 W/(m K) it would be 0.51. The decay is then not a single exponential.
- **Membranes.** A thin membrane limits this flow but cuts the long paths. Fully rough walls 0.4 µm apart reduce the group's conductivity to 0.32 of its bulk value even without a grating, a loss of about 41 W/(m K). Reservoir carriers with a path of 0.2 µm would fall to 0.82 of their bulk value between the same walls, a further loss of about 15 W/(m K). The grating alone removes 45 W/(m K) in the bulk model.
- **Carriers and heating.** A carrier grating with diffusivity 10 cm²/s falls to \(1/e\) in 0.63 ns, well before the thermal one, if recombination is ignored. A rise of 1 K changes the conductivity by −0.4 %, if it varies as \(T^{-1.3}\).

At a period of 5 µm the largest of these estimated corrections are thus geometric. Using \(A(x)\) to infer phonon paths from measured decays requires that depth flow and wall scattering be negligible or modelled separately. It also requires the premise of (1): the long-path phonons relax towards a reservoir at rest that stores most of the heat. Crystals in which momentum-conserving phonon scattering dominates are outside this model, and neither \(A(x)\) nor the absence of oscillating modes is shown for them. The numerical output below lists the main values and the scan over periods. Where it calls the carrier grating "gone", it means a fall to \(1/e\).

## Values computed for the example and the checks

```
TESTS
path integral vs A, largest rel. error: 5.4e-13
matrix vs dispersion, largest rel. error: 1.9e-11
deviation from A at x=1.5 for C/Cr=0.1, 0.01, 0.001: 3.01e-02 3.07e-03 3.08e-04
first-correction error ratio, C/Cr cut tenfold: 98.5
gray only, x=1.2: k factor 1.1114; A would be 0.5624
gray only, x=2: 1-gamma*tau = 0.0105 (200 directions), 0.0053 (400)
A(x): A(0.1)=0.9940  A(0.5)=0.8725  A(1)=0.6438  A(2)=0.3348  A(5)=0.0870  A(10)=0.0256
EXAMPLE, rough silicon-like values
total heat capacity: 1.66 MJ/(m^3 K)
conductivity total, group, reservoir: 145, 60, 85 W/(m K)
speed: 6000 m/s; path: 2.0 um; period: 5.0 um
relaxation time: 0.333 ns; q: 1.2566 1/um
group heat capacity: 0.0150 MJ/(m^3 K), share of total 0.90 %
x: 2.5133; arctan(x)/x: 0.4743; A: 0.2497
group contribution k*A: 14.98 W/(m K)
effective conductivity: 99.98 W/(m K), 31.0 % below bulk
decay time, diffusion with bulk k: 7.250 ns
decay time, slow-limit formula: 10.419 ns
decay time, with first correction: 10.432 ns
decay time, exact root: 10.432 ns
decay time, time evolution: 10.432 ns
gamma*tau: 0.0320
apparent k from exact rate and total capacity: 100.77 W/(m K)
slow-mode amplitude extrapolated to t=0: 1.0031
single average path: 43.7 nm, x=0.0549
  1-A there: 0.180 %; true gray k factor minus 1: 0.020 %
SCAN: period um | x | A | k_eff W/(m K) | exact time ns | gamma*tau | A at finite rate
  20.0 | 0.628 | 0.8144 | 133.86 | 125.326 | 0.0027 | 0.7999
  10.0 | 1.257 | 0.5412 | 117.47 | 35.596 | 0.0094 | 0.5343
   5.0 | 2.513 | 0.2497 | 99.98 | 10.432 | 0.0320 | 0.2476
   2.5 | 5.027 | 0.0863 | 90.18 | 2.889 | 0.1154 | 0.0857
   1.0 | 12.566 | 0.0167 | 86.00 | 0.485 | 0.6880 | 0.0167
NEGLECTED EFFECTS at the example's period
paths spread 0.5-8.0 um (even in log): mean A 0.3207, k_eff 104.24 W/(m K)
reservoir path 0.2 um: k_eff lower by 3.08 W/(m K)
absorption depth 1.0 um: surface signal times 0.491 after one decay time
rough-walled membrane 0.4 um: group k times 0.323 even without grating
carrier grating, D=10 cm^2/s: gone in 0.633 ns
temperature rise 1 K at 300 K, k ~ T^-1.3: k changes by -0.43 %
```
